**Level order of an exciton in the Rytova-Keldysh potential**

The program solves the two-dimensional radial equation for an electron-hole pair of reduced mass `mu` = 0.25 in a sheet with screening length `r0` = 40 angstrom, and shows that 2p lies below 2s. Here `Z` = r² dV/dr is the effective charge, `w` = -R'/R belongs to the 1s radial function `R`, and `g` = dw/dr. The potential is compared with its defining Hankel integral and with the boundary condition at a polarizable sheet, and `Z` is asserted to rise with distance on a grid. Each printed level of the worked case is bracketed independently by outward integration and node counting. The partner Hamiltonian, built from the integrated `w`, must reproduce the separately computed 2s and 3s energies. Control cases assert the degenerate Coulomb series, the reversed order for a falling effective charge, and the same order as in the worked case at two shorter screening lengths. The output gives binding energies of 0.570, 0.323 and 0.264 eV for 1s, 2p and 2s, and a 1s/2s binding ratio of 2.16 against 9 for the Coulomb series.

## Check in Python

```python
"""
Result under test: for an electron-hole pair bound by the Rytova-Keldysh
potential V(r) = -(pi/(2 r0)) [H0(r/r0) - Y0(r/r0)], the 2p level lies below 2s.
Hartree atomic units. mu: reduced mass, r0: screening length, m: angular number,
Z(r) = r^2 dV/dr: effective charge, w = -R'/R for the 1s radial function R,
g = dw/dr. The partner Hamiltonian H(m=1) + g/mu must have the s levels
without 1s as its spectrum.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.special import struve, y0, eval_genlaguerre, gammaln

BOHR_ANGSTROM = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
mu = 0.25
r0_angstrom = 40.0
r0 = r0_angstrom / BOHR_ANGSTROM


def keldysh(r, length=r0):
    x = r / length
    return -np.pi / (2 * length) * (struve(0, x) - y0(x))


# ---------- potential: definition, sheet condition, limits, charge ----------
def sheet_potential(x, z):
    """Potential of a unit charge at height z, lengths in units of r0."""
    return quad(lambda s: np.exp(-s) / np.sqrt(x**2 + (z + s)**2),
                0, np.inf, epsabs=1e-12, epsrel=1e-12)[0]


for x in (0.5, 2.0):
    hankel = mp.quadosc(lambda k: mp.besselj(0, k * x) / (1 + k),
                        [0, mp.inf], omega=x)
    assert abs(float(hankel) + keldysh(x, 1.0)) < 1e-7
    assert abs(sheet_potential(x, 0.0) + keldysh(x, 1.0)) < 1e-9

step = 1e-3
for x in (0.7, 1.5):
    p0, p1, p2 = (sheet_potential(x, j * step) for j in range(3))
    normal_slope = (-3 * p0 + 4 * p1 - p2) / (2 * step)
    left, mid, right = (-keldysh(x + j * step, 1.0) for j in (-1, 0, 1))
    laplacian = ((right - 2 * mid + left) / step**2
                 + (right - left) / (2 * step * x))
    assert abs(normal_slope + laplacian) < 2e-5

short_x = 1e-3
log_form = np.log(short_x / 2) + np.euler_gamma
assert abs(keldysh(short_x, 1.0) - log_form) < 2e-3


def charge_from_slope(r):
    h = 1e-4 * r
    return r**2 * (keldysh(r + h) - keldysh(r - h)) / (2 * h)


def charge_from_integral(r):
    return quad(lambda s: np.exp(-s) * (1 + (r0 * s / r)**2)**-1.5,
                0, np.inf, epsabs=1e-11, limit=200)[0]


charges = charge_from_slope(r0 * np.geomspace(0.01, 20, 40))
assert np.all(np.diff(charges) > 0) and 0 < charges[0] and charges[-1] < 1
for r in (0.3 * r0, r0, 5 * r0):
    assert abs(charge_from_slope(r) - charge_from_integral(r)) < 1e-6

# ---------- variational solver in orthonormal Laguerre functions ----------
SIZE, Y_MAX = 60, 360.0
nodes, gauss = np.polynomial.legendre.leggauss(600)
root_y = np.sqrt(Y_MAX) * (nodes + 1) / 2
y = root_y**2
weight_y = gauss * np.sqrt(Y_MAX) * root_y


def solve_radial(potential, m, lam):
    """Return energies, radial functions (rows), r and the weights of r dr."""
    a = 2 * m + 1
    r = y / (2 * lam)
    area = weight_y * y / (2 * lam)**2
    envelope = y**m * np.exp(-y / 2)
    phi, dphi = [], []
    for k in range(SIZE):
        norm = 2 * lam * np.exp(0.5 * (gammaln(k + 1) - gammaln(k + a + 1)))
        lag = eval_genlaguerre(k, a, y)
        dlag = -eval_genlaguerre(k - 1, a + 1, y) if k else 0 * y
        phi.append(norm * envelope * lag)
        dphi.append(2 * lam * norm * envelope * ((m / y - 0.5) * lag + dlag))
    phi, dphi = np.array(phi), np.array(dphi)
    ham = (dphi * area) @ dphi.T / (2 * mu)
    ham += (phi * (area * (potential(r) + m**2 / (2 * mu * r**2)))) @ phi.T
    energies, vectors = eigh((ham + ham.T) / 2)
    return energies, vectors.T @ phi, r, area


# Coulomb control: known degenerate series
coulomb = [solve_radial(lambda r: -1 / r, m, 0.25)[0] for m in (0, 1)]
for n in (1, 2, 3):
    assert abs(coulomb[0][n - 1] + mu / (2 * (n - 0.5)**2)) < 1e-7
assert abs(coulomb[0][1] - coulomb[1][0]) < 1e-7


# Falling effective charge must reverse the order
def falling_charge(r):
    return -(1 + 0.3 * np.exp(-r / 10)) / r


control_s = solve_radial(falling_charge, 0, 0.25)[0][1]
control_p = solve_radial(falling_charge, 1, 0.25)[0][0]
assert control_s < control_p - 1e-5

# The order must survive at shorter screening lengths
for length in (1.0, 10.0):
    s_level = solve_radial(lambda r: keldysh(r, length), 0, 0.25)[0][1]
    p_level = solve_radial(lambda r: keldysh(r, length), 1, 0.25)[0][0]
    assert p_level < s_level - 1e-5

# ---------- the worked case ----------
LAM = 0.07
solutions = [solve_radial(keldysh, m, LAM) for m in (0, 1, 2)]
r_grid, area = solutions[0][2], solutions[0][3]
states = {"1s": (1, 0), "2p": (2, 1), "2s": (2, 0), "3d": (3, 2),
          "3p": (3, 1), "3s": (3, 0), "4s": (4, 0), "5s": (5, 0)}
energy, rms, eps = {}, {}, {}
for name, (n, m) in states.items():
    index = n - m - 1
    energy[name] = solutions[m][0][index]
    wave = solutions[m][1][index]
    rms[name] = np.sqrt(np.sum(area * wave**2 * r_grid**2))
    eps[name] = np.sqrt(mu / (-2 * energy[name])) / (n - 0.5)


def count_nodes(level, m, radius):
    """Nodes of the regular solution R/r^m integrated outward."""
    def rhs(r, f):
        return [f[1], -(2 * m + 1) * f[1] / r
                - 2 * mu * (level - keldysh(r)) * f[0]]
    points = np.linspace(1e-5, radius, 800)
    run = solve_ivp(rhs, (1e-5, radius), [1.0, 0.0], method="DOP853",
                    t_eval=points, rtol=1e-10, atol=1e-14)
    assert run.success
    return int(np.sum(run.y[0][1:] * run.y[0][:-1] < 0))


for name, (n, m) in states.items():
    level = energy[name]
    radius = 40 / np.sqrt(-2 * mu * level)
    assert count_nodes(level * (1 + 1e-6), m, radius) == n - m - 1
    assert count_nodes(level * (1 - 1e-6), m, radius) == n - m

assert energy["2p"] < energy["2s"]
assert energy["3d"] < energy["3p"] < energy["3s"]
s_eps = [eps[name] for name in ("1s", "2s", "3s", "4s", "5s")]
assert np.all(np.diff(s_eps) < 0) and s_eps[-1] > 1

# ---------- logarithmic slope of 1s and partner Hamiltonian ----------
kappa = np.sqrt(-2 * mu * energy["1s"])


def riccati(r, w):
    return w**2 - w / r + 2 * mu * (energy["1s"] - keldysh(r))


r_start, r_join, r_end = 1e-9, 20.0, r_grid[-1] * 1.001
w_start = mu * (energy["1s"] - keldysh(r_start)) * r_start
w_end = kappa - (mu / kappa - 0.5) / r_end
options = dict(method="DOP853", rtol=1e-10, atol=1e-13, dense_output=True)
inner = solve_ivp(riccati, (r_start, r_join), [w_start], **options)
outer = solve_ivp(riccati, (r_end, r_join), [w_end], **options)
assert inner.success and outer.success
assert abs(inner.y[0, -1] - outer.y[0, -1]) < 1e-6


def log_slope(r):
    r = np.atleast_1d(r)
    return np.where(r < r_join,
                    inner.sol(np.clip(r, r_start, r_join))[0],
                    outer.sol(np.clip(r, r_join, r_end))[0])


def slope_growth(r):
    return riccati(r, log_slope(r))


g_grid = slope_growth(r_grid)
assert np.all(g_grid[r_grid < 1000] > 0)
partner = solve_radial(lambda r: keldysh(r) + slope_growth(r) / mu, 1, LAM)
assert abs(partner[0][0] / energy["2s"] - 1) < 1e-6
assert abs(partner[0][1] / energy["3s"] - 1) < 1e-6
lower = np.sum(area * partner[1][0]**2 * g_grid) / mu
upper = np.sum(area * solutions[1][1][0]**2 * g_grid) / mu
splitting = energy["2s"] - energy["2p"]
assert 0 < lower < splitting < upper

# ---------- output ----------
print(f"reduced mass mu = {mu:.2f} electron masses")
print(f"screening length r0 = {r0_angstrom:.1f} angstrom = {r0:.4f} bohr")
print("r (bohr), V (hartree), Z (unit charges), w (1/bohr), g (1/bohr^2):")
for r in (5.0, 20.0, 50.0, 100.0, 300.0):
    print(f"  {r:5.0f} {keldysh(r):.6f} {charge_from_integral(r):.4f} "
          f"{log_slope(r)[0]:.5f} {slope_growth(r)[0]:.3e}")
print(f"1s decay constant kappa = {kappa:.5f} 1/bohr")
print("state, E (hartree), eps_eff (no unit), rms radius (bohr):")
for name in states:
    print(f"  {name} {energy[name]:.7f} {eps[name]:.4f} {rms[name]:.2f}")
print("binding energies of the main levels (eV):")
for name in ("1s", "2p", "2s"):
    print(f"  {name} {-energy[name] * HARTREE_EV:.4f}")
print(f"E(2s)-E(2p) = {splitting:.7f} hartree"
      f" = {splitting * HARTREE_EV:.4f} eV")
print(f"lower bound on splitting = {lower:.7f} hartree")
print(f"upper bound on splitting = {upper:.7f} hartree")
print(f"lowest partner level = {partner[0][0]:.7f} hartree")
print(f"E(3p)-E(3d) = {energy['3p'] - energy['3d']:.7f} hartree")
print(f"E(3s)-E(3p) = {energy['3s'] - energy['3p']:.7f} hartree")
print(f"binding ratio 1s/2s = {energy['1s'] / energy['2s']:.4f} (no unit)")
print(f"Coulomb ratio 1s/2s, solved = {coulomb[0][0] / coulomb[0][1]:.4f}"
      " (no unit)")
print(f"2s energy if eps_eff of 1s is kept = {energy['1s'] / 9:.7f} hartree")
print(f"unscreened Coulomb 1s energy = {coulomb[0][0]:.6f} hartree")
print(f"falling-charge control E(2s) = {control_s:.6f} hartree")
print(f"falling-charge control E(2p) = {control_p:.6f} hartree")
print("verified")
```

Output:

```
reduced mass mu = 0.25 electron masses
screening length r0 = 40.0 angstrom = 75.5890 bohr
r (bohr), V (hartree), Z (unit charges), w (1/bohr), g (1/bohr^2):
      5 -0.038282 0.0623 0.03114 3.411e-03
     20 -0.022033 0.2140 0.05820 1.021e-03
     50 -0.013200 0.4211 0.07568 3.415e-04
    100 -0.008116 0.6210 0.08603 1.265e-04
    300 -0.003181 0.8829 0.09603 1.970e-05
1s decay constant kappa = 0.10234 1/bohr
state, E (hartree), eps_eff (no unit), rms radius (bohr):
  1s -0.0209454 4.8859 20.05
  2p -0.0118548 2.1648 43.24
  2s -0.0096905 2.3944 62.39
  3d -0.0078436 1.5968 70.51
  3p -0.0069134 1.7009 93.42
  3s -0.0059234 1.8375 116.31
  4s -0.0040287 1.5915 181.45
  5s -0.0029191 1.4542 258.21
binding energies of the main levels (eV):
  1s 0.5700
  2p 0.3226
  2s 0.2637
E(2s)-E(2p) = 0.0021643 hartree = 0.0589 eV
lower bound on splitting = 0.0019340 hartree
upper bound on splitting = 0.0024011 hartree
lowest partner level = -0.0096905 hartree
E(3p)-E(3d) = 0.0009302 hartree
E(3s)-E(3p) = 0.0009900 hartree
binding ratio 1s/2s = 2.1614 (no unit)
Coulomb ratio 1s/2s, solved = 9.0000 (no unit)
2s energy if eps_eff of 1s is kept = -0.0023273 hartree
unscreened Coulomb 1s energy = -0.500000 hartree
falling-charge control E(2s) = -0.075173 hartree
falling-charge control E(2p) = -0.073956 hartree
verified
```
